# When the second subband of an ultrathin oxide channel fills

**Problem.** An n-type semiconducting film of thickness \(L\) is so thin that its electrons form standing waves across it. Treat the film as a flat-bottomed well between two hard walls, with a single conduction-band valley, two spin states and the same effective mass \(m\) in all directions. Electrons are added at zero temperature. At what sheet density \(n\), counted per unit area over the whole thickness, does the second subband begin to fill? How does the answer depend on \(m\)? Evaluate it for \(L=5\) nm.

## A tempting solution

The energy of motion across the film is measured from the well bottom. The wave vanishes at \(z=0\) and \(z=L\), so it is \(\sin(j\pi z/L)\) with \(j=1,2,\dots\), and its energy is

\[
E_j=\frac{\hbar^2}{2m}\left(\frac{j\pi}{L}\right)^2 .
\]

In two dimensions the density of states per unit area is the constant \(D=m/(\pi\hbar^2)\). The second subband opens when the Fermi energy \(E_F\) reaches \(E_2\). Multiplying the density of states by the Fermi energy gives

\[
n=DE_2=\frac{m}{\pi\hbar^2}\,\frac{4\pi^2\hbar^2}{2mL^2}=\frac{2\pi}{L^2}.
\]

The mass has cancelled, and for 5 nm the density is \(0.251\ \mathrm{nm^{-2}}\), or \(2.51\times10^{13}\ \mathrm{cm^{-2}}\).

## Where it fails

The levels, the density of states and the condition \(E_F=E_2\) are all correct. The fault is the product \(DE_2\), which counts states from the well bottom upwards. Between energy zero and \(E_1\) there are no states, because even the lowest standing wave has kinetic energy \(E_1\). The product therefore includes

\[
DE_1=\frac{m}{\pi\hbar^2}\,\frac{\pi^2\hbar^2}{2mL^2}=\frac{\pi}{2L^2}
\]

electrons per unit area that have no states to occupy. The cancellation of the mass could not reveal this, since the spurious term is also independent of mass.

## The right solution

First, the density of states. In a large square of area \(A\) with periodic boundary conditions, the allowed in-plane wave vectors have density \(A/(2\pi)^2\). With two spins, a filled disc of radius \(k\) holds, per unit area,

\[
n=2\,\frac{\pi k^2}{(2\pi)^2}=\frac{k^2}{2\pi}.
\]

An electron in subband \(j\) has energy \(E=E_j+\hbar^2k^2/(2m)\), so \(k^2=2m(E-E_j)/\hbar^2\). Substitution gives

\[
n_j=\frac{m}{\pi\hbar^2}(E_F-E_j)=D(E_F-E_j),\qquad E_F>E_j .
\]

The energy that counts is the height above the subband's own bottom. At the threshold \(E_F=E_2\), and only the first subband holds electrons:

\[
n_c=D(E_2-E_1)
=\frac{m}{\pi\hbar^2}\,\frac{(4-1)\pi^2\hbar^2}{2mL^2}
=\frac{3\pi}{2L^2}.
\]

A heavier mass brings the subbands closer together, but it packs more states into each unit of energy in the same proportion.

For \(L=5\) nm,

\[
n_c=\frac{3\pi}{2(5\ \mathrm{nm})^2}=0.1885\ \mathrm{nm^{-2}}=1.885\times10^{13}\ \mathrm{cm^{-2}} .
\]

The tempting answer was too large by one third of this value.

A direct count confirms the result. Plane-wave states in a square of side \(160L\) were sorted by energy and filled from the lowest. For masses of 0.1, 0.2 and 0.5 free-electron masses, the first state of the second subband was reached at \(1.884\times10^{13}\ \mathrm{cm^{-2}}\) each time.

## Why the mass drops out

At threshold, the fastest electron in the first subband has the same energy as an electron at rest in the plane in the second. With one isotropic mass, equal energy means equal total wave number:

\[
k_F^2+\left(\frac{\pi}{L}\right)^2=\left(\frac{2\pi}{L}\right)^2
\quad\Rightarrow\quad
k_F=\frac{\sqrt3\,\pi}{L}.
\]

Then \(n_c=k_F^2/(2\pi)=3\pi/(2L^2)\) again. Here \(k_F=1.088\ \mathrm{nm^{-1}}\).

This argument needs only an energy that rises with the total \(k^2\), not a parabolic band. Take the one-band model \(E(1+\alpha E)=\hbar^2k^2/(2m)\), with the same standing waves. Differentiating gives \((1+2\alpha E)\,dE=\hbar^2\,d(k^2)/(2m)\), so each subband has density of states \(D(1+2\alpha E)\). If \(\tilde E_1\) and \(\tilde E_2\) are the new subband bottoms,

\[
n_c=\int_{\tilde E_1}^{\tilde E_2}D(1+2\alpha E)\,dE
=D\left[E+\alpha E^2\right]_{\tilde E_1}^{\tilde E_2}
=D(E_2-E_1).
\]

The last step uses \(\tilde E_j(1+\alpha\tilde E_j)=E_j\). For a mass of 0.20 and \(\alpha=0.5\ \mathrm{eV^{-1}}\), the spacing falls from 0.226 to 0.193 eV, while the threshold stays at \(1.885\times10^{13}\ \mathrm{cm^{-2}}\).

A mass across the film that differs from the in-plane mass does change the answer. The density of states contains the in-plane mass \(m_\parallel\), and the level spacing contains the mass \(m_z\) across the film, so

\[
n_c=\frac{m_\parallel}{m_z}\,\frac{3\pi}{2L^2}.
\]

With \(m_\parallel=0.20\) and \(m_z=0.25\), the direct count gives \(1.507\times10^{13}\ \mathrm{cm^{-2}}\), in agreement with the factor 0.8.

## Just above the threshold

Once both subbands are open, \(n=D(E_F-E_1)+D(E_F-E_2)\). Writing \(E_F-E_1=(E_F-E_2)+(E_2-E_1)\) gives \(n=2n_2+n_c\), hence

\[
n_2=\frac{n-n_c}{2}.
\]

Added electrons divide equally between the two subbands. This holds until \(E_F=E_3\), where

\[
n=D[(E_3-E_1)+(E_3-E_2)]=\frac{\pi}{2L^2}(8+5)=\frac{13}{3}n_c .
\]

## A thin-film transistor channel

Take \(m=0.20\) free-electron masses, relative permittivity 10, mobility \(20\ \mathrm{cm^2/Vs}\) and temperature 300 K. These are round values in the rough range of n-type amorphous-oxide transistors. With \(\hbar^2/(2m_0)=0.0381\ \mathrm{eV\,nm^2}\), where \(m_0\) is the free-electron mass,

\[
E_1=\frac{0.0381}{0.20}\,\frac{\pi^2}{5^2}\ \mathrm{eV}=0.0752\ \mathrm{eV},\qquad E_2=4E_1=0.301\ \mathrm{eV}.
\]

The spacing is 0.226 eV and \(D=0.8355\ \mathrm{eV^{-1}\,nm^{-2}}\). Their product recovers \(0.1885\ \mathrm{nm^{-2}}\). The corrections below are sized one at a time, with the other parameters held fixed.

**Charge in the film.** Suppose uniform donors neutralize the electrons. The net electron number density is

\[
\frac{2n}{L}\sin^2\frac{\pi z}{L}-\frac nL=-\frac nL\cos\frac{2\pi z}{L}.
\]

The electron potential energy \(V\) obeys \(V''=-(e^2/\varepsilon)\) times this density, where \(\varepsilon\) is the absolute permittivity. With zero field at both faces,

\[
V=-\frac{e^2nL}{4\pi^2\varepsilon}\cos\frac{2\pi z}{L}+\text{constant}.
\]

The average of the cosine is \(-1/2\) in the first standing wave and zero in the second. To first order, \(E_1\) therefore rises relative to \(E_2\) by \(e^2nL/(8\pi^2\varepsilon)\). The threshold condition becomes

\[
n=D\left(E_2-E_1-\frac{e^2nL}{8\pi^2\varepsilon}\right)
\quad\Rightarrow\quad
n=\frac{n_c}{1+De^2L/(8\pi^2\varepsilon)}.
\]

This gives \(1.72\times10^{13}\ \mathrm{cm^{-2}}\). A self-consistent Schrödinger–Poisson calculation gives \(1.73\times10^{13}\ \mathrm{cm^{-2}}\), 8% below \(n_c\). Since \(D\) contains \(m\), the threshold now depends on the mass.

Now replace the donors by positive charge on a gate at \(z=0\), with no field at the far face. The field at the gate side is \(F=en/\varepsilon\), and removing the donors adds \(eF[z-z^2/(2L)]\) to \(V\). Both standing waves have \(\langle z\rangle=L/2\), while

\[
\langle z^2\rangle_j=L^2\left(\frac13-\frac{1}{2\pi^2j^2}\right).
\]

The added term thus reduces the spacing by \(3eFL/(16\pi^2)\) to first order. Together with the earlier \(eFL/(8\pi^2)\), the reduction is \(5eFL/(16\pi^2)\).

The self-consistent threshold is nevertheless \(1.95\times10^{13}\ \mathrm{cm^{-2}}\), 3% above \(n_c\). There \(F=3.52\) MV/cm, so \(eFL=1.76\) eV and the first-order reduction is 0.056 eV, which would leave a spacing of 0.170 eV. The self-consistent spacing is 0.233 eV. The difference, about 0.063 eV, is the net result of two effects absent at first order: the distortion of the waves widens the spacing, and the resulting shift of charge towards the gate takes back about two thirds of that gain: the exact levels in the potential of the undistorted charge are 0.346 eV apart, and self-consistency reduces this to 0.233 eV. The small net change is a near-cancellation for these parameters, not evidence that the well is flat. With a mass of 0.1 or 0.3 instead of 0.20, the gated threshold lies 2% below or 11% above \(n_c\). Both calculations are mean-field and omit exchange and correlation. A local-density estimate of exchange alone raises these two thresholds by roughly 3% and 7%, which is comparable with the shifts found here, and unscreened nonlocal exchange, taken to first order on the mean-field waves, raises them by roughly 15% and 22%. Neither shift should therefore be read as a precise prediction.

**Finite walls.** Let both walls have height \(V_0=2\) eV and the same mass as the film, and define \(k_0=\sqrt{2mV_0}/\hbar\). The decay constant in the wall is \(\kappa=\sqrt{k_0^2-k^2}\). Matching the wave and its slope gives \(\tan(kL/2)=\kappa/k\) for the first, even state and \(-\cot(kL/2)=\kappa/k\) for the second, odd state. Since \(\arctan(\kappa/k)=\pi/2-\arcsin(k/k_0)\), both conditions read

\[
kL=j\pi-2\arcsin\frac{k}{k_0},\qquad j=1,2.
\]

The levels fall to 0.0595 and 0.2373 eV. Their spacing of 0.178 eV, multiplied by \(D\), gives \(1.5\times10^{13}\ \mathrm{cm^{-2}}\), 21% below \(n_c\). The waves leak into the walls, so the well acts as if it were wider.

**Temperature.** Integrating the Fermi function over a constant density of states gives

\[
n_j=Dk_BT\ln\!\left[1+e^{(\zeta-E_j)/k_BT}\right],
\]

where \(\zeta\) is the chemical potential. At 300 K, \(k_BT=0.0259\) eV. With the total held at \(n_c\), 5.5% of the electrons are already in higher subbands, so the onset is gradual.

**Disorder.** A mobility \(\mu=e\tau/m\) implies a scattering time \(\tau=2.27\) fs and an energy width \(\hbar/\tau=e\hbar/(m\mu)=0.289\) eV. This exceeds the subband spacing. Setting the two equal gives

\[
\frac{e\hbar}{m\mu}=\frac{3\pi^2\hbar^2}{2mL^2}
\quad\Rightarrow\quad
\mu=\frac{2eL^2}{3\pi^2\hbar}=25.7\ \mathrm{cm^2/Vs}.
\]

The mass cancels here too. The transport time is only a rough guide to the lifetime of a level, but a width comparable with the spacing means that no sharp step should be expected.

**Beside a real device.** The density \(n_c\) is high for a transistor channel. If a gate supplies it through an insulator that also has relative permittivity 10, the insulator carries 3.41 MV/cm, not far below a rough breakdown scale of several MV/cm. Through silicon dioxide, with relative permittivity 3.9, the field would be 8.7 MV/cm, close to its breakdown field of about 10 MV/cm. Thickness matters as well: the formula gives \(2.33\times10^{13}\ \mathrm{cm^{-2}}\) at 4.5 nm and \(1.56\times10^{13}\ \mathrm{cm^{-2}}\) at 5.5 nm. With the values chosen here, replacing the hard walls by finite ones shifts the threshold by about a fifth, much as half a nanometre of thickness does; a different wall height or wall mass would change that figure (with a wall mass of 0.5, the same 2 eV height and the slope divided by the mass matched at the wall, the threshold falls by 29%). The neglect of disorder is more serious, because it puts the sharpness of the threshold itself in doubt. For such a channel, \(1.9\times10^{13}\ \mathrm{cm^{-2}}\) is best read as the density scale at which a second subband becomes relevant. Most of the values used here are in the numerical output below.

## Calculated quantities

```
Film thickness L = 5.0 nm
Effective mass = 0.20 free-electron masses
Relative permittivity = 10
hbar^2/(2 m0) = 0.03810 eV nm^2
First level E1 = 0.0752 eV
Second level E2 = 0.3008 eV
Spacing E2-E1 = 0.2256 eV
Density of states D = 0.8355 per eV per nm^2
Threshold n_c = 0.1885 nm^-2
Threshold n_c = 1.885e+13 cm^-2
Fermi wave number sqrt(3) pi/L = 1.0883 nm^-1
Largest filled k in explicit count = 1.0881 nm^-1
Counted threshold, L = 5 nm, mass 0.1: 1.884e+13 cm^-2
Counted threshold, L = 5 nm, mass 0.2: 1.884e+13 cm^-2
Counted threshold, L = 5 nm, mass 0.5: 1.884e+13 cm^-2
Counted threshold, L = 3 nm, mass 0.2: 5.234e+13 cm^-2
Formula threshold, L = 3.0 nm: 5.236e+13 cm^-2
Formula threshold, L = 4.5 nm: 2.327e+13 cm^-2
Formula threshold, L = 5.5 nm: 1.558e+13 cm^-2
Formula threshold, L = 10.0 nm: 4.712e+12 cm^-2
Counted n_2 at n = 1.5 n_c: 0.2502 n_c
Counted threshold, m_par 0.20, m_z 0.25: 1.507e+13 cm^-2
Nonparabolicity alpha = 0.5 per eV
Nonparabolic spacing = 0.1930 eV
Nonparabolic threshold = 1.885e+13 cm^-2
Neutral doped film, self-consistent: 1.734e+13 cm^-2
Neutral doped film, first order: 1.720e+13 cm^-2
Neutral doped film / n_c = 0.920
One-sided gate, self-consistent: 1.946e+13 cm^-2
One-sided gate / n_c = 1.03
Spacing at gated threshold = 0.233 eV
Gate-side field at n_c = 3.41 MV/cm
Gate-side field at gated threshold = 3.52 MV/cm
Wall height = 2.0 eV
Finite-wall levels = 0.0595, 0.2373 eV
Finite-wall threshold = 1.485e+13 cm^-2
Finite-wall threshold / n_c = 0.788
Temperature = 300 K, kT = 0.0259 eV
Share in higher subbands at n_c = 5.5 percent
Mobility = 20 cm2/Vs
Scattering time = 2.27 fs
Width hbar/tau = 0.289 eV
Mobility where width equals spacing = 25.7 cm2/Vs
```
